**Singlet–triplet ordering in a two-orbital silylene model**

Without configuration mixing, the closed-shell singlet σ² is lowest when h_p − h_σ > J_σσ − J_σp + K. Here σ is the in-plane lone pair, p the out-of-plane orbital, h a one-electron energy in the frozen core field, J a Coulomb integral and K the exchange integral. The program asserts the closed-form radial integrals against quadrature and the angular factors against integration over two spheres. It compares the state energies with diagonalization of a second-quantized Hamiltonian, identifies spin through S², and checks the canonical-gap form of the condition. It also tests the ground-state inequalities, with and without mixing, on 600 random models with positive Coulomb matrices, and obtains the bond-angle relation by constructing the hybrids. For the chosen parameters the unmixed ground state changes at 108.3°, and mixing moves the change to 110.6°. At an s weight of 0.50, mixing turns a triplet ground state into a singlet.

## Numerical check

```python
"""
Result under test: two electrons in a lone-pair orbital sigma and an
out-of-plane orbital p, without configuration mixing, have the closed-shell
singlet sigma^2 as lowest state exactly when
    h_p - h_sigma > J_ss - J_sp + K.
h: one-electron energies in the fixed core field; J_ss, J_sp, J_pp: Coulomb
integrals (subscript s means sigma here); K: exchange integral (sigma p|sigma p).
Hybrid model: sigma = sqrt(w) s + sqrt(1-w) p_z and p = p_x, with common radial
function r^2 exp(-zeta r); w is the s weight. The molecule lies in the yz plane.
F0, F1, F2 are radial Coulomb integrals. Energies are in eV, with h_s = 0.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import dblquad
from scipy.linalg import null_space
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
zeta = 1.4          # inverse bohr, chosen
gap_sp = 8.0        # eV, chosen core gap h_p - h_s
weights = (0.25, 0.50, 0.75)

# Radial integrals: direct quadrature against closed forms
norm = (2 * zeta) ** 7 / math.factorial(6)


def radial_density(r):
    return norm * r**6 * math.exp(-2 * zeta * r)


def radial_quadrature(k):
    value, _ = dblquad(
        lambda inner, outer: radial_density(inner) * radial_density(outer)
        * inner**k / outer**(k + 1),
        0, 30, lambda outer: 0, lambda outer: outer)
    return 2 * value


F_numeric = np.array([radial_quadrature(k) for k in range(3)]) * HARTREE
F = np.array([793 / 3072, 2779 / 15360, 2093 / 15360]) * zeta * HARTREE
assert np.allclose(F_numeric, F, atol=2e-6, rtol=0)

# Repulsion tensor in the basis s, p_z, p_x by integration over two spheres
cos_t, weight_t = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(12) / 12
ct, ph = np.meshgrid(cos_t, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], -1).reshape(-1, 3)
sphere_weight = np.repeat(weight_t, 12) * 2 * np.pi / 12
angular = np.stack([np.ones(len(directions)),
                    np.sqrt(3) * directions[:, 2],
                    np.sqrt(3) * directions[:, 0]]) / np.sqrt(4 * np.pi)
pair = np.einsum("ig,jg,g->ijg", angular, angular, sphere_weight)
cosine = directions @ directions.T
legendre = [np.ones_like(cosine), cosine, (3 * cosine**2 - 1) / 2]
eri_atomic = sum(F_numeric[k] * np.einsum(
    "ijg,gh,klh->ijkl", pair, legendre[k], pair, optimize=True)
    for k in range(3))

# Second-quantized operators; modes: sigma up, sigma down, p up, p down
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])
annihilate = []
for mode in range(4):
    op = np.eye(1)
    for site in range(4):
        factor = parity if site < mode else lower if site == mode else np.eye(2)
        op = np.kron(op, factor)
    annihilate.append(op)
excite = np.array([[sum(annihilate[2 * i + s].T @ annihilate[2 * j + s]
                        for s in range(2)) for j in range(2)] for i in range(2)])
two_body = np.zeros((2, 2, 2, 2, 16, 16))
for i, j, k, l in np.ndindex(2, 2, 2, 2):
    two_body[i, j, k, l] = excite[i, j] @ excite[k, l]
    if j == k:
        two_body[i, j, k, l] -= excite[i, l]
spin_plus = sum(annihilate[2 * i].T @ annihilate[2 * i + 1] for i in range(2))
spin_z = 0.5 * sum(annihilate[2 * i].T @ annihilate[2 * i]
                   - annihilate[2 * i + 1].T @ annihilate[2 * i + 1]
                   for i in range(2))
spin_squared = spin_plus.T @ spin_plus + spin_z @ (spin_z + np.eye(16))
total_number = np.diag(excite[0, 0] + excite[1, 1])
keep = np.where(np.isclose(total_number, 2))[0]
sector = np.ix_(keep, keep)
S2 = spin_squared[sector]
n_sigma = np.rint(np.diag(excite[0, 0])[keep]).astype(int)
same_configuration = n_sigma[:, None] == n_sigma[None, :]


def hamiltonian(h, eri):
    full = (np.einsum("ij,ijab->ab", h, excite)
            + 0.5 * np.einsum("ijkl,ijklab->ab", eri, two_body))
    return full[sector]


def ground_label(matrix):
    """Spin expectation S^2 and sigma occupation of the lowest state."""
    vector = np.linalg.eigh(matrix)[1][:, 0]
    return vector @ S2 @ vector, vector @ (n_sigma * vector)


def orbital_integrals(w):
    orbitals = np.array([[np.sqrt(w), 0], [np.sqrt(1 - w), 0], [0, 1]])
    h = orbitals.T @ np.diag([0, gap_sp, gap_sp]) @ orbitals
    eri = np.einsum("abcd,ai,bj,ck,dl->ijkl", eri_atomic,
                    orbitals, orbitals, orbitals, orbitals, optimize=True)
    return h, eri


def formulas(w):
    """Derived closed expressions for the hybrid model."""
    q = 1 - w
    Jss = F[0] + 4 * q**2 * F[2] / 25 + 4 * w * q * F[1] / 3
    Jsp = F[0] - 2 * q * F[2] / 25
    Jpp = F[0] + 4 * F[2] / 25
    K = w * F[1] / 3 + 3 * q * F[2] / 25
    hs, hp = q * gap_sp, gap_sp
    closed, double = 2 * hs + Jss, 2 * hp + Jpp
    triplet = hs + hp + Jsp - K
    mixed = (closed + double) / 2 - np.hypot((double - closed) / 2, K)
    return dict(Jss=Jss, Jsp=Jsp, Jpp=Jpp, K=K, gap=hp - hs,
                threshold=Jss - Jsp + K, closed=closed, double=double,
                triplet=triplet, open=triplet + 2 * K, mixed=mixed,
                canonical=hp - hs + 2 * Jsp - K - Jss)


# Hybrid model: every integral and energy against tensor and diagonalization
for w in np.linspace(0, 1, 21):
    h, eri = orbital_integrals(w)
    v = formulas(w)
    direct = [eri[0, 0, 0, 0], eri[0, 0, 1, 1], eri[1, 1, 1, 1], eri[0, 1, 0, 1]]
    assert np.allclose(direct, [v["Jss"], v["Jsp"], v["Jpp"], v["K"]], atol=1e-5)
    for index in np.ndindex(2, 2, 2, 2):
        if sum(index) % 2:
            assert abs(eri[index]) < 1e-9
    assert np.linalg.eigvalsh(eri.reshape(4, 4)).min() > -1e-8
    H = hamiltonian(h, eri)
    blocks = {}
    for occupation in (0, 1, 2):
        chosen = np.where(n_sigma == occupation)[0]
        values, vectors = np.linalg.eigh(H[np.ix_(chosen, chosen)])
        spins = np.diag(vectors.T @ S2[np.ix_(chosen, chosen)] @ vectors)
        blocks[occupation] = values
        expected_spins = [2, 2, 2, 0] if occupation == 1 else [0]
        assert np.allclose(spins, expected_spins, atol=1e-8)
    assert np.allclose(blocks[2], [v["closed"]], atol=1e-5)
    assert np.allclose(blocks[0], [v["double"]], atol=1e-5)
    assert np.allclose(blocks[1], [v["triplet"]] * 3 + [v["open"]], atol=1e-5)
    values, vectors = np.linalg.eigh(H)
    spins = np.diag(vectors.T @ S2 @ vectors)
    assert abs(values[spins < 1].min() - v["mixed"]) < 1e-5
    assert np.allclose(values[spins > 1], blocks[1][0], atol=1e-8)
    fock = h + 2 * eri[:, :, 0, 0] - eri[:, 0, 0, :]
    assert abs(fock[0, 1]) < 1e-9
    assert abs(fock[1, 1] - fock[0, 0] - v["canonical"]) < 1e-5
    splitting = blocks[1][0] - blocks[2][0]
    assert abs(splitting - (fock[1, 1] - fock[0, 0] - eri[0, 0, 1, 1])) < 1e-8

# General inequalities on random positive Coulomb matrices
rng = np.random.default_rng(7)
outcomes = {"sigma2": 0, "p2": 0, "triplet": 0}
mixing_reversals = 0
for trial in range(600):
    factor = rng.uniform(0, 1, (2, 2))
    coulomb = 5 * factor @ factor.T
    K = rng.uniform(0.05, 1)
    gap = rng.uniform(-6, 6)
    eri = np.zeros((2, 2, 2, 2))
    for i, j in np.ndindex(2, 2):
        eri[i, i, j, j] = coulomb[i, j]
        eri[0, 1, i, 1 - i] = eri[1, 0, i, 1 - i] = K
    H = hamiltonian(np.diag([0, gap]), eri)
    spin, occupation = ground_label(H * same_configuration)
    sigma_lowest = spin < 1 and occupation > 1.5
    p_lowest = spin < 1 and occupation < 0.5
    a = gap - (coulomb[0, 0] - coulomb[0, 1] + K)
    b = -gap - (coulomb[1, 1] - coulomb[0, 1] + K)
    assert sigma_lowest == (a > 0)
    assert p_lowest == (b > 0)
    assert sigma_lowest or p_lowest or spin > 1
    outcomes["sigma2" if sigma_lowest else "p2" if p_lowest else "triplet"] += 1
    mixed_singlet = ground_label(H)[0] < 1
    assert mixed_singlet == (a > 0 or b > 0 or a * b < K**2)
    mixing_reversals += int(mixed_singlet and spin > 1)
assert min(outcomes.values()) > 10 and mixing_reversals > 10

# Bond angle: construct the lone pair orthogonal to two bond hybrids
for angle in np.radians([90, 100, 115, 130, 150, 180]):
    bond_s = np.cos(angle) / (np.cos(angle) - 1)
    bonds = np.array([[np.sqrt(max(bond_s, 0)),
                       np.sqrt(1 - bond_s) * np.cos(angle / 2),
                       sign * np.sqrt(1 - bond_s) * np.sin(angle / 2)]
                      for sign in (1, -1)])
    assert np.allclose(bonds @ bonds.T, np.eye(2), atol=1e-10)
    lone_pair = null_space(bonds)[:, 0]
    assert abs(lone_pair[0]**2 - 1 / np.tan(angle / 2)**2) < 1e-10


def bond_angle(w):
    return np.degrees(2 * np.arctan(1 / np.sqrt(w)))


# Ground-state changes, located by formula and checked by diagonalization
cross_plain = brentq(lambda w: formulas(w)["triplet"] - formulas(w)["closed"], 0, 1)
cross_mixed = brentq(lambda w: formulas(w)["triplet"] - formulas(w)["mixed"], 0, 1)
for crossing, mask in ((cross_plain, same_configuration), (cross_mixed, 1)):
    for w in np.r_[np.linspace(0, 1, 101), crossing - 1e-3, crossing + 1e-3]:
        spin = ground_label(hamiltonian(*orbital_integrals(w)) * mask)[0]
        assert (spin < 1) == (w > crossing)

print(f"Radial exponent zeta = {zeta:.1f} bohr^-1")
print(f"Core gap h_p - h_s = {gap_sp:.1f} eV")
for k in range(3):
    print(f"Radial integral F{k} = {F[k]:.4f} eV")
rows = [("gap", "Core orbital gap h_p - h_sigma"),
        ("Jss", "J_sigma,sigma"), ("Jsp", "J_sigma,p"), ("Jpp", "J_p,p"),
        ("K", "Exchange K"), ("threshold", "Threshold for core gap"),
        ("canonical", "Canonical gap of sigma^2"),
        ("closed", "E(sigma^2)"), ("triplet", "E(triplet)"),
        ("open", "E(open-shell singlet)"), ("double", "E(p^2)"),
        ("mixed", "E(lowest mixed singlet)")]
for w in weights:
    v = formulas(w)
    print(f"s weight w = {w:.2f}; bond angle = {bond_angle(w):.2f} degrees")
    for key, label in rows:
        print(f"  {label} = {v[key]:.4f} eV")
    print(f"  E(T)-E(sigma^2) = {v['triplet'] - v['closed']:.4f} eV")
    print(f"  E(T)-E(mixed singlet) = {v['triplet'] - v['mixed']:.4f} eV")
print(f"Crossing without mixing: w = {cross_plain:.4f}, "
      f"angle = {bond_angle(cross_plain):.2f} degrees")
print(f"Crossing with mixing: w = {cross_mixed:.4f}, "
      f"angle = {bond_angle(cross_mixed):.2f} degrees")
print("Random-model ground states (count): " + ", ".join(
    f"{name} {count}" for name, count in outcomes.items()))
print(f"Random triplets turned singlet by mixing (count): {mixing_reversals}")
print("success")
```

It prints:

```
Radial exponent zeta = 1.4 bohr^-1
Core gap h_p - h_s = 8.0 eV
Radial integral F0 = 9.8340 eV
Radial integral F1 = 6.8925 eV
Radial integral F2 = 5.1911 eV
s weight w = 0.25; bond angle = 126.87 degrees
  Core orbital gap h_p - h_sigma = 2.0000 eV
  J_sigma,sigma = 12.0243 eV
  J_sigma,p = 9.5225 eV
  J_p,p = 10.6646 eV
  Exchange K = 1.0416 eV
  Threshold for core gap = 3.5434 eV
  Canonical gap of sigma^2 = 7.9792 eV
  E(sigma^2) = 24.0243 eV
  E(triplet) = 22.4810 eV
  E(open-shell singlet) = 24.5641 eV
  E(p^2) = 26.6646 eV
  E(lowest mixed singlet) = 23.6629 eV
  E(T)-E(sigma^2) = -1.5434 eV
  E(T)-E(mixed singlet) = -1.1819 eV
s weight w = 0.50; bond angle = 109.47 degrees
  Core orbital gap h_p - h_sigma = 4.0000 eV
  J_sigma,sigma = 12.3391 eV
  J_sigma,p = 9.6264 eV
  J_p,p = 10.6646 eV
  Exchange K = 1.4602 eV
  Threshold for core gap = 4.1730 eV
  Canonical gap of sigma^2 = 9.4534 eV
  E(sigma^2) = 20.3391 eV
  E(triplet) = 20.1662 eV
  E(open-shell singlet) = 23.0866 eV
  E(p^2) = 26.6646 eV
  E(lowest mixed singlet) = 20.0183 eV
  E(T)-E(sigma^2) = -0.1730 eV
  E(T)-E(mixed singlet) = 0.1478 eV
s weight w = 0.75; bond angle = 98.21 degrees
  Core orbital gap h_p - h_sigma = 6.0000 eV
  J_sigma,sigma = 11.6090 eV
  J_sigma,p = 9.7302 eV
  J_p,p = 10.6646 eV
  Exchange K = 1.8789 eV
  Threshold for core gap = 3.7577 eV
  Canonical gap of sigma^2 = 11.9725 eV
  E(sigma^2) = 15.6090 eV
  E(triplet) = 17.8513 eV
  E(open-shell singlet) = 21.6090 eV
  E(p^2) = 26.6646 eV
  E(lowest mixed singlet) = 15.2985 eV
  E(T)-E(sigma^2) = 2.2423 eV
  E(T)-E(mixed singlet) = 2.5529 eV
Crossing without mixing: w = 0.5223, angle = 108.29 degrees
Crossing with mixing: w = 0.4798, angle = 110.58 degrees
Random-model ground states (count): sigma2 231, p2 247, triplet 122
Random triplets turned singlet by mixing (count): 15
success
```
